# Surface term of the vibrational mode count and nanoparticle heat capacity

## Problem

A solid sphere of radius $R=10$ nm has a free surface. Treat it as an isotropic elastic continuum with transverse and longitudinal sound speeds $c_t=3000$ m/s and $c_l=5500$ m/s. These are round model values, as is the density of one atom per $(0.3\ \text{nm})^3$.

1. Estimate the term proportional to surface area in the number $N(\omega)$ of modes below $\omega$, treating the three polarizations as independent scalar waves.
2. Find its coefficient for coupled elastic waves.
3. Obtain the resulting heat capacity, evaluate it at 6 K, and determine where it is a good approximation.

Rigid translations and rotations are not counted as vibrations. Changes of the elastic constants near the surface are neglected.

## 1. Scalar estimate

Take a box with sides $L_1,L_2,L_3$ and scalar waves with $k=\omega/c$. The modes have $k_i=\pi n_i/L_i$. A free (Neumann) boundary allows $n_i=0,1,2,\dots$; a clamped (Dirichlet) boundary requires $n_i\ge1$.

Each mode occupies a volume $\pi^3/V$ in $k$ space, and the octant of radius $k$ has volume $\pi k^3/6$. This gives the bulk count $Vk^3/(6\pi^2)$. It counts a point on a coordinate plane as one half, because half of its cell lies outside the octant. The Neumann count must therefore add half of these points, and the Dirichlet count must remove half. The plane $n_3=0$ holds $(\pi k^2/4)(L_1L_2/\pi^2)=L_1L_2k^2/(4\pi)$ points. Since $L_1L_2+L_2L_3+L_3L_1=S/2$,

$$N_S=\pm\frac12\,\frac{k^2}{4\pi}\,\frac S2=\pm\frac{Sk^2}{16\pi},$$

with the plus sign for Neumann. This is the second term of Weyl's expansion. At short wavelength a smooth surface looks locally flat, so the same term applies to other shapes; curvature enters one power of $\omega$ lower.

For a free surface, one longitudinal and two transverse waves give

$$N_S\approx\frac{S\omega^2}{16\pi c_t^2}(2+r),\qquad r=\frac{c_t^2}{c_l^2}=0.2975 .$$

The bracket is 2.30. The estimate ignores the conversion of longitudinal into transverse waves at the surface, and it has no surface wave.

## 2. Coupled elastic waves

Because the term is local, a slab $|z|\le h=L/2$ suffices. Fix the wavevector $q$ along $x$ and continue to imaginary frequency, $\omega=i\xi$. Define

$$\alpha^2=q^2+\xi^2/c_l^2,\qquad \beta^2=q^2+\xi^2/c_t^2 .$$

**Boundary conditions.** Motion in the $xz$ plane follows from potentials with $\phi''=\alpha^2\phi$ and $\psi''=\beta^2\psi$:

$$u_x=iq\phi-\psi',\qquad u_z=\phi'+iq\psi .$$

With shear modulus $\mu$, the stresses on a face are

$$\frac{\sigma_{xz}}\mu=2iq\phi'-(\beta^2+q^2)\psi,\qquad \frac{\sigma_{zz}}\mu=(\beta^2+q^2)\phi+2iq\psi' .$$

The second uses $(c_l^2/c_t^2)(\alpha^2-q^2)=\beta^2-q^2$. For symmetric motion, $\phi\propto\cosh\alpha z$ and $\psi\propto\sinh\beta z$; for antisymmetric motion the two functions are exchanged. Setting the determinant of the two stress conditions to zero gives, up to sign, the zeros of

$$D_s=(\beta^2+q^2)^2\cosh\alpha h\,\frac{\sinh\beta h}{\beta}-4q^2\alpha\sinh\alpha h\cosh\beta h,$$

$$D_a=(\beta^2+q^2)^2\frac{\sinh\alpha h}{\alpha}\cosh\beta h-4q^2\beta\cosh\alpha h\sinh\beta h .$$

Division by $\beta$ or $\alpha$ has removed a root at which one potential vanishes identically. Both functions are even in $\alpha$ and in $\beta$, hence entire functions of $\omega^2$. Each still vanishes at $\xi=0$, where the two potentials describe the same displacement. That is not a mode, so each function is divided by $\xi^2$.

For a thick slab every hyperbolic function becomes half an exponential. Then

$$\ln\frac{D_sD_a}{\xi^4}=(\alpha+\beta)L+2\ln\frac{\Delta}{\xi^2\sqrt{\alpha\beta}}+\text{const},\qquad \Delta=(q^2+\beta^2)^2-4q^2\alpha\beta .$$

The term proportional to $L$ is bulk; the rest belongs to two faces. Motion along $y$ obeys $u_y'=0$ on the faces. Its mode function is $\beta\sinh\beta L$, which adds $\tfrac12\ln\beta$ per face. One face therefore contributes

$$f=\ln\frac{\Delta}{\xi^2\sqrt{\alpha\beta}}+\frac12\ln\beta+\text{const}.$$

**From $f$ to the count.** These mode functions grow slowly enough in $\omega^2$ (order one half) to be fixed by their zeros:

$$\ln\frac{D(i\xi)}{D(0)}=\sum_n\ln\left(1+\frac{\xi^2}{\omega_n^2}\right).$$

Put $X=\xi^2$ and $u=q^2$. Two derivatives with respect to $X$ turn the right side into $-\sum_n(\omega_n^2+X)^{-2}$. The sum over $q$ is $S\int d^2q/(2\pi)^2=S\int du/(4\pi)$.

By homogeneity, $f-f(\xi=0)=G(u/X)$. Let its tail be $G\to aX/u$. With $w=U/X$,

$$\int_0^U G(u/X)\,du=X\int_0^{w}G(v)\,dv .$$

The first $X$ derivative is $\int_0^wG\,dv-wG(w)$. The second is $-wG(w)/X-\partial_X[wG(w)]$. As $U\to\infty$, $wG(w)\to a$ and the last term vanishes, leaving $-a/X$. The surface part of $\sum_n(\omega_n^2+X)^{-2}$ is thus $Sa/(4\pi X)$. A count $N_S=SA\omega^2$ gives

$$\int_0^\infty\frac{2SA\,\omega\,d\omega}{(\omega^2+X)^2}=\frac{SA}{X},\qquad\text{so}\qquad A=\frac{a}{4\pi}.$$

**The tail.** Let $y=\xi^2/(c_t^2q^2)$, so that $\beta^2=q^2(1+y)$ and $\alpha^2=q^2(1+ry)$. To second order,

$$\frac{\alpha\beta}{q^2}=1+\frac{1+r}{2}y-\frac{(1-r)^2}{8}y^2 .$$

Inserting this into $\Delta/q^4=(2+y)^2-4\alpha\beta/q^2$ gives

$$\frac{\Delta}{q^4}=2(1-r)y+\left[1+\frac{(1-r)^2}{2}\right]y^2 .$$

The parts of $f$ linear in $y$ are

- from $\ln(\Delta/\xi^2)$: $\dfrac{1}{2(1-r)}+\dfrac{1-r}{4}$;
- from $-\tfrac12\ln(\alpha\beta)$: $-\dfrac{1+r}{4}$;
- from $\tfrac12\ln\beta$: $\dfrac14$.

Their sum is $\dfrac{1}{2(1-r)}-\dfrac r2+\dfrac14\equiv\dfrac F4$, so $a=F/(4c_t^2)$ and

$$N_S=\frac{SF\omega^2}{16\pi c_t^2},\qquad F=\frac{3-3r+2r^2}{1-r}.$$

The last item alone gives $F=1$, the Neumann result for one transverse wave. For $r=0.2975$, $F=3.25$, so the scalar estimate supplies 0.71 of the coefficient.

The coefficient can be split into a surface-wave part and a bulk-wave part. A Rayleigh wave of speed $c_R$ has $S\omega^2/(4\pi c_R^2)$ modes below $\omega$, a contribution $4(c_t/c_R)^2$ to $F$. Solving $\Delta=0$ numerically at real frequency gives $c_R=0.926\,c_t$ and a contribution of 4.67. This exceeds $F$. The difference, $-1.42$, is the change in the count of bulk waves caused by the surface. The scalar estimate therefore errs twice: it omits the $+4.67$ of the surface wave, and it assigns $+2.30$ to the bulk waves in place of $-1.42$. Its shortfall of $0.95$ is the net of these two larger errors.

## 3. Heat capacity

The surface density of states is linear in frequency, $g_S=dN_S/d\omega=SF\omega/(8\pi c_t^2)$. With $y$ now denoting $\hbar\omega/k_BT$,

$$C_S=k_B\frac{SF}{8\pi c_t^2}\left(\frac{k_BT}{\hbar}\right)^2\int_0^\infty\frac{y^3e^y}{(e^y-1)^2}\,dy .$$

Since $e^y/(e^y-1)^2=-\frac{d}{dy}(e^y-1)^{-1}$, integration by parts turns the integral into $3\int_0^\infty y^2/(e^y-1)\,dy=6\zeta(3)$. Hence

$$C_S=\frac{3\zeta(3)}{4\pi}\,k_B\,SF\left(\frac{k_BT}{\hbar c_t}\right)^2 .$$

The bulk density $g_V=\dfrac{V\omega^2}{2\pi^2}\left(\dfrac1{c_l^3}+\dfrac2{c_t^3}\right)$ gives in the same way, with $4\int_0^\infty y^3/(e^y-1)\,dy=4\pi^4/15$,

$$C_V=\frac{2\pi^2}{15}k_BV\left(\frac{k_BT}{\hbar}\right)^3\left(\frac1{c_l^3}+\frac2{c_t^3}\right).$$

The infinite upper limits require $T$ far below the Debye temperature, 332 K in this model.

**At 6 K.** The coefficient is $C_S/(ST^2)=2.454\times10^{-8}$ J K$^{-3}$ m$^{-2}$, and $S=4\pi R^2=1.257\times10^{-15}$ m$^2$. Thus

$$C_S=(2.454\times10^{-8})(1.257\times10^{-15})(36)\ \text{J/K}=1.11\times10^{-21}\ \text{J/K}=80.4\,k_B .$$

The bulk term is $2.95\times10^{-21}$ J/K, or $214\,k_B$, so the surface adds 38% to it. The scalar estimate would give $0.706\times80.4\,k_B\approx57\,k_B$.

## Comparison with the discrete spectrum

Let $t=k_BTR/(\hbar c_t)=T/(2.291\ \text{K})$. For this sphere $C_V/k_B=11.92\,t^3$ and $C_S/k_B=11.73\,t^2$.

The vibrations of a free elastic sphere can be found without Weyl's expansion. For each angular momentum $l$, the displacement is built from spherical Bessel functions of $\omega\rho/c_l$ and $\omega\rho/c_t$, where $\rho$ is the distance from the centre, and the surface traction is set to zero. The roots were located numerically up to $\omega R/c_t=75$, each with weight $2l+1$. Summing the Einstein heat capacity over them gives the column "modes". Heat capacities are those of the whole sphere, in units of $k_B$.

| $T$ (K) | $t$ | modes | $C_V$ | $C_S$ | (modes $-\,C_V$)$/C_S$ |
|---:|---:|---:|---:|---:|---:|
| 0.5 | 0.22 | 0.011 | 0.124 | 0.558 | −0.20 |
| 2 | 0.87 | 14.3 | 7.9 | 8.9 | 0.72 |
| 3 | 1.31 | 44.9 | 26.7 | 20.1 | 0.90 |
| 4 | 1.75 | 97.9 | 63.4 | 35.7 | 0.97 |
| 6 | 2.62 | 294.9 | 214.0 | 80.4 | 1.01 |
| 7 | 3.06 | 450.7 | 339.8 | 109.4 | 1.01 |

From 4 K to 7 K the tabulated excess over the bulk term agrees with $C_S$ within about 3% of $C_S$. At 0.5 K the expansion fails completely. The lowest vibration is a quintet at $\hbar\omega/k_B=5.73$ K, and its heat capacity carries the factor $e^{-5.73/0.5}$. It supplies 0.007 of the tabulated 0.011; a second quintet at 6.06 K supplies nearly all the rest. A finite particle has no $T^2$ law as $T\to0$.

The agreement at 6 K is closer than the size of the individual neglected terms suggests. To measure these, the sum of $e^{-x^2/W^2}$ over the modes, $x=\omega R/c_t$, was formed for $6\le W\le17$. Its $W^3$ and $W^2$ terms, fixed by the bulk and surface counts derived above, were subtracted, and the remainder was fitted by powers from $W^1$ to $W^{-3}$. The powers below $W^{-1}$ are needed: a fit stopped at $W^{-1}$ shifts their weight into the terms that are kept. For $p>0$, a density of states $b\,x^{p-1}$ gives $\tfrac12 b\,\Gamma(p/2)W^p$ in this sum and $b\,\Gamma(p+2)\zeta(p+1)\,t^p$ in $C/k_B$. A fitted term $c_pW^p$ therefore corresponds to $2c_p\,\Gamma(p+2)\zeta(p+1)\,t^p/\Gamma(p/2)$. Both sums are fixed by the same function $\sum_n x_n^{-s}$ through Mellin transforms, so this factor continues analytically to $p=0$ and $p=-1$. It equals $2\pi^{3/2}/3$, $1$ and $1/(2\sqrt\pi)$ for $p=1,0,-1$. The terms beyond $C_S$ are

$$\frac{\delta C}{k_B}\approx2.14\,t-5.27+\frac{0.47}{t}+\dots$$

The constant includes $-6$ for the excluded rigid motions. At $t=2.62$ the three terms are $5.6$, $-5.3$ and $0.2$. They nearly cancel, and their sum, $0.5$, matches the difference modes $-\,C_V-C_S$ in the table.

The ratio $C_S/C_V=0.98/t$ falls as $1/(RT)$. The two terms would be equal at 2.25 K, but there the neglected terms are already a substantial fraction of $C_S$. The surface term is thus smaller than the bulk term wherever the two-term form $C_V+C_S$ is accurate to a few percent: that form exceeds the mode sum by about 18% at 2 K and by 4% at 3 K.

Within the continuum model the useful window is $\hbar c_t/R<k_BT\ll k_B\Theta_D$, with $\Theta_D$ the Debye temperature; the table shows that the lower limit should be exceeded by a factor of nearly two for few-percent accuracy in the excess. The comparison concerns the continuum model. In a crystal, lattice dispersion and altered surface force constants add corrections not included here, and $T\ll\Theta_D$ is not enough to make them small beside $C_S$. The size of the dispersion correction depends on the lattice. As an example, take $\omega^2=(4c^2/a^2)\sum_i\sin^2(k_ia/2)$ for each polarization, with $a=0.3$ nm. The bulk term of this sphere then rises by 6% of $C_S$ at 6 K, by 30% of $C_S$ at 10 K, and by more than $C_S$ at 16 K, about $\Theta_D/20$.

All numerical values are calculated from the stated model.
